# The Projection Theorem for Vector Operators and the Landé g Factor

**Q:** The magnetic moment of an atom is built from \(\mathbf L+2\mathbf S\), because spin counts double. This operator is not parallel to \(\mathbf J=\mathbf L+\mathbf S\). Yet the splitting of a level in a weak field is described as if the moment were a number times \(\mathbf J\). How can one number replace a different vector?

**A:** It cannot do so everywhere. The replacement concerns matrix elements between states with the same quantum number \(j\), and there it follows from how vectors behave under rotation. A vector operator \(\mathbf V\) is a set of three operators with

\[
[J_i,V_k]=i\hbar\sum_n\varepsilon_{ikn}V_n ,
\]

so that, for example, \([J_x,V_y]=i\hbar V_z\), \([J_y,V_x]=-i\hbar V_z\) and \([J_x,V_x]=0\). \(\mathbf J\) itself is a vector in this sense. So is \(\mathbf S\), because \(\mathbf L\) commutes with it and \([J_i,S_k]=[S_i,S_k]\).

**Q:** Those commutators hold for very different operators. Why should they fix the matrix elements?

**A:** They link the elements to one another. Put \(V_\pm=V_x\pm iV_y\) and \(J_\pm=J_x\pm iJ_y\). Then

\[
[J_z,V_+]=i\hbar V_y+i(-i\hbar V_x)=\hbar V_+ ,
\]
\[
[J_+,V_+]=i[J_x,V_y]+i[J_y,V_x]=-\hbar V_z+\hbar V_z=0 ,
\]
\[
[J_-,V_+]=i[J_x,V_y]-i[J_y,V_x]=-\hbar V_z-\hbar V_z=-2\hbar V_z ,
\]
\[
[J_-,V_z]=[J_x,V_z]-i[J_y,V_z]=-i\hbar V_y+\hbar V_x=\hbar V_- .
\]

Now take normalized states \(|\alpha jm\rangle\), where \(\alpha\) stands for all other quantum numbers. Their phases are chosen so that

\[
J_+|\alpha jm\rangle=N_m|\alpha j\,m{+}1\rangle,\qquad
J_-|\alpha j\,m{+}1\rangle=N_m|\alpha jm\rangle,
\]

with \(N_m=\hbar\sqrt{j(j+1)-m(m+1)}\). The first commutator, taken between \(m'\) and \(m\), gives \(\hbar(m'-m)\langle V_+\rangle=\hbar\langle V_+\rangle\). An element of \(V_+\) can therefore differ from zero only if \(m'=m+1\).

The second commutator, taken between \(m+2\) and \(m\), compares neighbouring elements. Acting to the left, \(J_+\) turns \(\langle\alpha'j\,m{+}2|\) into \(N_{m+1}\langle\alpha'j\,m{+}1|\). Hence

\[
N_{m+1}\langle\alpha'j\,m{+}1|V_+|\alpha jm\rangle
=N_m\langle\alpha'j\,m{+}2|V_+|\alpha j\,m{+}1\rangle .
\]

Both factors \(N\) are nonzero for \(-j\le m\le j-2\). Division by \(N_mN_{m+1}\) gives

\[
\frac{\langle\alpha'j\,m{+}1|V_+|\alpha jm\rangle}{N_m}
=\frac{\langle\alpha'j\,m{+}2|V_+|\alpha j\,m{+}1\rangle}{N_{m+1}} .
\]

The ratio has the same value at every rung of the ladder. Call it \(c\). It may depend on \(\alpha'\), \(\alpha\) and \(j\), but not on \(m\). For \(j=\tfrac12\) there is a single rung, and it defines \(c\).

**Q:** That settles \(V_+\). The other two components could still have their own constants.

**A:** The last two commutators exclude this. Write \((J_i)_{m'm}\) for the standard matrix of \(J_i\) at the given \(j\), which is the same for every \(\alpha\). We have found that the elements of \(V_+\) are \(c\,(J_+)_{m'm}\). Next,

\[
\langle\alpha'jm'|V_z|\alpha jm\rangle
=-\frac1{2\hbar}\langle\alpha'jm'|J_-V_+-V_+J_-|\alpha jm\rangle .
\]

In the first product \(J_-\) acts to the left and in the second to the right. In both cases it changes neither \(j\) nor the label \(\alpha'\) or \(\alpha\), so what remains is an element of \(V_+\) that we already know. Inserting it gives

\[
\langle\alpha'jm'|V_z|\alpha jm\rangle
=-\frac{c}{2\hbar}\,([J_-,J_+])_{m'm}=c\,(J_z)_{m'm},
\]

since \([J_-,J_+]=-2\hbar J_z\) is the third commutator with \(\mathbf V=\mathbf J\). In the same way \(V_-=[J_-,V_z]/\hbar\) has the elements \(c\,([J_-,J_z])_{m'm}/\hbar=c\,(J_-)_{m'm}\). The Cartesian components are combinations of these, and so

\[
\langle\alpha'jm'|V_i|\alpha jm\rangle=c\,(J_i)_{m'm},\qquad i=x,y,z .
\]

This is the Wigner–Eckart theorem for a vector at equal \(j\). The dependence on \(m'\), \(m\) and the component sits in a universal matrix, and all that is particular to \(\mathbf V\) sits in one number. The spherical components \(V_0=V_z\) and \(V_{\pm1}=\mp V_\pm/\sqrt2\) carry the same \(c\), being fixed multiples of the components used here.

**Q:** What about \(j=0\)?

**A:** There is then one value, \(m=0\). \(V_+\) has no element because it must raise \(m\), and \(V_z\) and \(V_-\) have none because the commutators build them from \(V_+\) and from \(J_-\), which gives zero on these states. A vector operator has no matrix elements between states with \(j=0\). From here on \(j>0\).

**Q:** You still have an unknown \(c\). I could compute one matrix element to get it, but then I need the states in detail.

**A:** Often a scalar product is enough. Consider \(\mathbf J\cdot\mathbf V=\sum_iJ_iV_i\), which equals \(\mathbf V\cdot\mathbf J\) because \([J_i,V_i]=0\) for each \(i\).

**Q:** I object. \(\mathbf V\) can lead out of the multiplet. Between the two factors you need all intermediate states, and your result covers only equal \(j\).

**A:** The factor \(\mathbf J\) on the left removes the difficulty. Acting on \(\langle\alpha'jm'|\), it produces only states with the same \(\alpha'\) and \(j\). Whatever \(\mathbf V\) creates outside them is lost:

\[
\langle\alpha'jm'|\mathbf J\cdot\mathbf V|\alpha jm\rangle
=\sum_i\sum_{m''}(J_i)_{m'm''}\langle\alpha'jm''|V_i|\alpha jm\rangle
=c\sum_i(J_iJ_i)_{m'm}=c\,\hbar^2j(j+1)\,\delta_{m'm}.
\]

For \(\mathbf V\cdot\mathbf V\) your objection would be right, since nothing there keeps the intermediate states inside.

Now let \(J_i\) act first on the ket. It keeps \(\alpha\) and \(j\), so

\[
\langle\alpha'jm'|(\mathbf J\cdot\mathbf V)J_i|\alpha jm\rangle
=c\,\hbar^2j(j+1)\,(J_i)_{m'm}.
\]

The right side is \(\hbar^2j(j+1)\) times the element of \(V_i\). Dividing, we have the projection theorem:

\[
\boxed{\;\langle\alpha'jm'|V_i|\alpha jm\rangle
=\frac{\langle\alpha'jm'|(\mathbf J\cdot\mathbf V)\,J_i|\alpha jm\rangle}{\hbar^2j(j+1)}\;}
\]

It has the form of the classical projection of a vector on the direction of \(\mathbf J\), namely \((\mathbf J\cdot\mathbf V)\mathbf J/J^2\). The perpendicular part of \(\mathbf V\) still exists as an operator, but it has no matrix elements between states of equal \(j\).

**Q:** Does the argument really need a vector, or would any three operators do?

**A:** It needs the commutators. The numerical check uses a system of one orbital momentum \(l=1\) and two spins \(\tfrac12\). There \(j=1\) occurs twice, so the case \(\alpha'\neq\alpha\) is present. Four different vector operators obey the theorem to rounding error. The three operators \(l_x^2,l_y^2,l_z^2\) are not a vector, and for \(j=2\) they violate it: among the matrix elements taken in the product basis of \(l\) and the two spins, the largest miss is \(0.40\,\hbar^2\).

**Q:** Then apply it to the atom. What is the operator in the magnetic field?

**A:** With orbital factor 1 and spin factor 2, the moment is \(\boldsymbol\mu=-\mu_B(\mathbf L+2\mathbf S)/\hbar\), the minus sign coming from the negative charge of the electron. For a field \(B\) along \(z\), the energy \(-\boldsymbol\mu\cdot\mathbf B\) is

\[
H_Z=\frac{\mu_BB}{\hbar}(L_z+2S_z).
\]

The orbital term quadratic in \(B\) is left out of this model. We assume LS coupling, which means that the level has definite \(L\), \(S\) and \(J\).

Since \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S\), only \(\mathbf S\) needs projecting. Squaring \(\mathbf L=\mathbf J-\mathbf S\) gives

\[
\mathbf L^2=\mathbf J^2-\mathbf J\cdot\mathbf S-\mathbf S\cdot\mathbf J+\mathbf S^2
=\mathbf J^2+\mathbf S^2-2\,\mathbf J\cdot\mathbf S ,
\]

because \(\mathbf J\cdot\mathbf S=\mathbf S\cdot\mathbf J\). In the level, therefore,

\[
\mathbf J\cdot\mathbf S=\frac{\hbar^2}{2}\,[J(J+1)+S(S+1)-L(L+1)] .
\]

Dividing by \(\hbar^2J(J+1)\) gives the constant \(c\) of the spin. Within the level \(\mathbf L+2\mathbf S\) acts as \((1+c)\mathbf J=g\mathbf J\), with

\[
\boxed{\;g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}\;},\qquad J>0 .
\]

**Q:** And the energies?

**A:** To first order in \(B\) one diagonalizes \(H_Z\) among the \(2J+1\) states of the level. It is already diagonal there, because it acts as \(g\mu_BBJ_z/\hbar\). The shifts are

\[
\Delta E_M=g\,\mu_BB\,M .
\]

For \(S=0\) we have \(J=L\) and \(g=1\). For \(L=0\) we have \(J=S\) and \(g=2\). These are the pure orbital and the pure spin moment.

**Q:** So in general \(g\) is an average of 1 and 2 and lies between them.

**A:** Try \(L=3\), \(S=1\), \(J=2\). Then \(\mathbf J\cdot\mathbf S=\hbar^2(6+2-12)/2=-2\hbar^2\), so \(c=-2/6=-1/3\) and \(g=2/3\). It is an average only in the sense that the weights of orbit and spin, here \(4/3\) and \(-1/3\), add up to one. A weight can be negative, here because the spin points mainly against \(\mathbf J\). The orbital weight can be negative too: for \(L=1\), \(S=\tfrac32\), \(J=\tfrac12\) the spin has \(c=5/3\), and \(g=8/3\) lies above 2. The other two levels of this term have

\[
g_{J=3}=1+\tfrac{1}{12}=1.083,\qquad g_{J=4}=1+\tfrac{5}{20}=1.25 .
\]

**Q:** A value below 1 makes me suspicious. Can you get it without the theorem?

**A:** Yes, from the state with \(J=M=2\). In product states \(|M_L,M_S\rangle\) it reads

\[
|2,2\rangle=a|3,-1\rangle+b|2,0\rangle+d|1,1\rangle .
\]

\(J_+=L_++S_+\) must annihilate it. The factors needed are \(\sqrt6\,\hbar\) for \(L_+\) from \(M_L=2\), \(\sqrt{10}\,\hbar\) for \(L_+\) from \(M_L=1\), and \(\sqrt2\,\hbar\) for both steps of \(S_+\). The coefficients of \(|3,0\rangle\) and \(|2,1\rangle\) must vanish:

\[
\sqrt2\,a+\sqrt6\,b=0,\qquad \sqrt2\,b+\sqrt{10}\,d=0 .
\]

Thus \(a=-\sqrt3\,b\) and \(d=-b/\sqrt5\). Normalization requires \(b^2(3+1+\tfrac15)=1\), so

\[
a^2=\tfrac{15}{21}=0.714,\qquad b^2=\tfrac5{21}=0.238,\qquad d^2=\tfrac1{21}=0.048 .
\]

The spin points down with the largest weight, and

\[
\langle S_z\rangle=\hbar\left(\tfrac1{21}-\tfrac{15}{21}\right)=-\tfrac23\hbar,
\qquad
\langle L_z\rangle=2\hbar+\tfrac23\hbar=\tfrac83\hbar .
\]

Hence \(\langle L_z+2S_z\rangle=\tfrac83\hbar-\tfrac43\hbar=\tfrac43\hbar\). Division by \(M\hbar=2\hbar\) gives \(g=2/3\) again. The computed ratios of the elements of \(S_+\) to those of \(J_+\) are \(-0.3333\) on all four rungs of this level, as the ladder argument demands.

**Q:** But \(S_z\) also has elements between \(J=2\) and the other levels. You dropped them.

**A:** First-order theory drops them, and this needs a weak field. To see how weak, let spin and orbit be coupled by \(A\,\mathbf L\cdot\mathbf S/\hbar^2\), with the model value \(A=10\) meV. From \(\mathbf J^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S\) the level energies are

\[
E_J=\frac A2[J(J+1)-L(L+1)-S(S+1)],\qquad
E_3-E_2=\frac A2(12-6)=3A=30\ \text{meV}.
\]

At 1 T, \(\mu_BB=57.88\) µeV, about 0.2 % of this spacing.

The leading error is the second-order shift. Since \(J_z\) does not connect different \(J\), only the part \(S_z\) of \(J_z+S_z\) contributes. It keeps \(M\), and in this term its element from \(J=2\) to \(J=4\) is zero, which the program tests. That leaves \(J=3\):

\[
\delta E_M=-\frac{(\mu_BB)^2}{3A}\,\frac{|\langle3M|S_z|2M\rangle|^2}{\hbar^2}.
\]

For \(M=2\) the weights above supply the element. \(S_z\) does not lead out of the term, so \(\langle S_z^2\rangle\) is the sum of the squared elements to \(J=2\) and \(J=3\):

\[
\frac{|\langle32|S_z|22\rangle|^2}{\hbar^2}
=\frac{\langle S_z^2\rangle-\langle S_z\rangle^2}{\hbar^2}
=\frac{16}{21}-\frac49=\frac{20}{63}=0.317 .
\]

In µeV this gives \(\delta E_2=-(57.88)^2\times0.317/30000=-0.035\). Diagonalizing the full Hamiltonian of the 21 states at 1 T gives these shifts in µeV:

| \(M\) | full | \(g\mu_BBM\) | difference |
|---:|---:|---:|---:|
| 2 | 77.143 | 77.178 | −0.035 |
| 1 | 38.533 | 38.589 | −0.057 |
| 0 | −0.064 | 0 | −0.064 |
| −1 | −38.646 | −38.589 | −0.057 |
| −2 | −77.214 | −77.178 | −0.036 |

All five states are pushed down by the level above them, including \(M=0\), which has no linear shift. The second-order formula reproduces each difference within 1 %.

**Q:** When does the linear law wear out?

**A:** Its relative error grows in proportion to \(B\) at first, because a quadratic error is divided by a linear shift. For \(M=-2\) the full shift differs from the linear one by 0.046 % of the latter at 1 T, by 0.47 % at 10 T and by 5.4 % at 100 T.

**Q:** The last value is more than a hundred times the first.

**A:** At 100 T the spacing itself has changed. For \(M=-2\) the \(J=3\) state has the larger \(g\) and moves down faster. With \(\mu_BB=5.79\) meV the distance, taken from the linear shifts of the two levels, becomes

\[
30-2\left(\tfrac{13}{12}-\tfrac23\right)\times5.79=25.2\ \text{meV}.
\]

The squared element for \(M=-2\) is the same as for \(M=2\), since reversing all \(M_L\) and \(M_S\) leaves the weights unchanged. The estimate with the smaller distance is \((5.79)^2\times0.317/25.2=0.42\) meV. The full calculation gives \(8.136-7.718=0.418\) meV.

**Q:** Does anything else limit the formula for \(g\)?

**A:** Two of its inputs do, and in real atoms a nuclear spin does as well. The spin factor of the electron is \(g_s=2.0023\) rather than 2. Writing \(\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S\) gives \(g=1+(g_s-1)c\), which is 0.6659 instead of 0.6667 for our level.

The other input is LS coupling. If the spin–orbit interaction mixes terms with different \(L\) or \(S\) into one level, \(\mathbf L^2\) and \(\mathbf S^2\) no longer have the definite values we inserted. The level still has a single \(g\), because the projection theorem asks only for definite \(J\). But \(\langle\mathbf J\cdot\mathbf S\rangle\) must then be computed from the mixed state.

The model also has no nuclear spin. If the nucleus has a spin \(\mathbf I\), the law \(g\mu_BBM\) needs a Zeeman energy large against the hyperfine splitting as well as small against the fine-structure spacing. In weaker fields the good angular momentum is \(\mathbf F=\mathbf J+\mathbf I\), and the theorem must be applied once more, projecting \(\mathbf J\) on \(\mathbf F\). For \(J=\tfrac12\), \(g=2\), \(I=\tfrac32\) and \(F=2\), with the small nuclear moment neglected, this gives steps of \(\tfrac12\mu_BB\) instead of \(2\mu_BB\).

## Computed results

```
Theorem, largest defect below 1e-12: True
Number of J=1 multiplets in test system: 2
Singlet-triplet block norm of s1_z (hbar): 0.5000
Defect for non-vector l_i^2 (hbar^2): 0.3953
Levels (L,S,J) tested for g: 80
Example term: L = 3, S = 1
J=2: <J.S> = -2.0000 hbar^2, g = 0.666667
J=3: <J.S> = 1.0000 hbar^2, g = 1.083333
J=4: <J.S> = 5.0000 hbar^2, g = 1.250000
|2,2> weight of M_L=3, M_S=-1: 0.714286
|2,2> weight of M_L=2, M_S=0: 0.238095
|2,2> weight of M_L=1, M_S=1: 0.047619
<S_z> in |2,2> from weights (hbar): -0.666667
c = <J.S>/(J(J+1)) for J=2: -0.333333
S_+/J_+ ratio, M=-2 to -1: -0.333333
S_+/J_+ ratio, M=-1 to 0: -0.333333
S_+/J_+ ratio, M=0 to 1: -0.333333
S_+/J_+ ratio, M=1 to 2: -0.333333
J=2, M=2: <L_z> = 2.6667, <S_z> = -0.6667 hbar
J=2, M=1: <L_z> = 1.3333, <S_z> = -0.3333 hbar
J=2, M=0: <L_z> = 0.0000, <S_z> = 0.0000 hbar
J=2, M=-1: <L_z> = -1.3333, <S_z> = 0.3333 hbar
J=2, M=-2: <L_z> = -2.6667, <S_z> = 0.6667 hbar
Electron spin factor g_s: 2.002319
g of J=2 with this g_s: 0.665894
Spin-orbit constant A: 10.0 meV
Spacing of J=3 above J=2: 30.0 meV
mu_B: 57.8838 micro-eV/T
g mu_B B at B = 1 T, J=2: 38.5892 micro-eV
Shifts at 1 T in micro-eV: exact, linear, difference, 2nd order
M=2: 77.1430, 77.1784, -0.0354, -0.0355
M=1: 38.5325, 38.5892, -0.0567, -0.0567
M=0: -0.0638, 0.0000, -0.0638, -0.0638
M=-1: -38.6460, -38.5892, -0.0568, -0.0567
M=-2: -77.2139, -77.1784, -0.0355, -0.0355
M=-2, B=1 T: exact -0.07721 meV, linear -0.07718 meV, off by 0.046 %
M=-2, B=10 T: exact -0.77539 meV, linear -0.77178 meV, off by 0.467 %
M=-2, B=100 T: exact -8.13619 meV, linear -7.71784 meV, off by 5.420 %
```
